# Two true count rates behind one reading of a paralysable detector: test program

```python
"""Paralysable photon counter: every event, recorded or not, restarts the dead time.
Result under test: m = n exp(-n tau), with maximum 1/(e tau) at n = 1/tau, and
two true rates n = -W(-m tau)/tau (Lambert branches 0 and -1) for each smaller m.
n: true Poisson rate of triggering events (1/s); m: recorded rate (1/s);
tau: dead time (s); x = n tau. Simulations apply the detector rule event by event.
"""
import math
import numpy as np
from scipy.constants import h, c
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lambertw

rng = np.random.default_rng(20241)
tau = 50e-9
m_obs = 5e6
N_EVENTS = 1_000_000


def recorded_rate(n, dead=tau):
    return n * np.exp(-n * dead)


def true_rate(m, branch, dead=tau):
    return float(-lambertw(-m * dead, branch).real / dead)


def poisson_times(rate, number=N_EVENTS):
    return np.cumsum(rng.exponential(1 / rate, number))


def count_events(times, extendable=True):
    """Follow the detector state through a list of arrival times."""
    ready_at, recorded = -1.0, 0
    for t in times.tolist():
        if t >= ready_at:
            recorded += 1
            ready_at = t + tau
        elif extendable:
            ready_at = t + tau
    return recorded


def agrees(recorded, duration, expected, arrivals):
    """Five standard deviations of the counting noise (conservative)."""
    tolerance = 5 * math.sqrt(1 / recorded + 1 / arrivals)
    return abs(recorded / duration / expected - 1) < tolerance


# Both roots and the maximum
n_low, n_high = true_rate(m_obs, 0), true_rate(m_obs, -1)
x_low, x_high = n_low * tau, n_high * tau
n_peak, m_max = 1 / tau, 1 / (math.e * tau)

best = minimize_scalar(lambda u: -recorded_rate(u / tau) * tau,
                       bounds=(0.01, 20), method="bounded",
                       options={"xatol": 1e-9})
assert abs(best.x - n_peak * tau) < 1e-5
assert abs(-best.fun / (m_max * tau) - 1) < 1e-9

grid = np.geomspace(1e4, 1e9, 200_001)


def number_of_roots(m):
    return int(np.count_nonzero(np.diff(np.sign(recorded_rate(grid) - m))))


assert number_of_roots(m_obs) == 2
assert number_of_roots(1.01 * m_max) == 0
for root, lo, hi in ((n_low, 1e4, n_peak), (n_high, n_peak, 1e9)):
    found = brentq(lambda n: recorded_rate(n) - m_obs, lo, hi)
    assert abs(found / root - 1) < 1e-8

# Counting law against the event-by-event detector
simulated = {}
for name, rate, expected in (("low", n_low, m_obs), ("high", n_high, m_obs),
                             ("peak", n_peak, m_max)):
    times = poisson_times(rate)
    recorded = count_events(times)
    simulated[name] = recorded / times[-1]
    assert agrees(recorded, times[-1], expected, N_EVENTS)
    # recorded events are exactly those preceded by an empty interval tau
    assert recorded == 1 + np.count_nonzero(np.diff(times) >= tau)

# Hand iterations
iter_low, iter_high = [m_obs * tau], [2.0]
for _ in range(40):
    iter_low.append(m_obs * tau * math.exp(iter_low[-1]))
    iter_high.append(math.log(iter_high[-1] / (m_obs * tau)))
assert abs(iter_low[-1] - x_low) < 1e-10
assert abs(iter_high[-1] - x_high) < 1e-10

# Attenuator test of the branch
transmission = 0.9
m_att = {}
for name, n in (("low", n_low), ("high", n_high)):
    m_att[name] = float(recorded_rate(transmission * n))
    full_times = poisson_times(n)
    times = full_times[rng.random(N_EVENTS) < transmission]
    recorded = count_events(times)
    assert agrees(recorded, times[-1], m_att[name], len(times))
    change = recorded / times[-1] - m_obs
    assert change < 0 if name == "low" else change > 0
t_limit = n_low / n_high
assert recorded_rate(1.05 * t_limit * n_high) > m_obs
assert recorded_rate(0.95 * t_limit * n_high) < m_obs

# Sensitivity to the dead time at fixed reading
sens = {}
for name, branch, x in (("low", 0, x_low), ("high", -1, x_high)):
    sens[name] = x / (1 - x)
    step = 1e-4
    up = true_rate(m_obs, branch, tau * (1 + step))
    down = true_rate(m_obs, branch, tau * (1 - step))
    slope = math.log(up / down) / math.log((1 + step) / (1 - step))
    assert abs(slope / sens[name] - 1) < 1e-5

# Contrast: dead time that is not extended
n_nonpar = m_obs / (1 - m_obs * tau)
times = poisson_times(n_nonpar)
assert agrees(count_events(times, False), times[-1], m_obs, N_EVENTS)

# Optical power; random loss of photons leaves a Poisson stream
wavelength, efficiency = 650e-9, 0.4
photon_energy = h * c / wavelength
power_low = n_low / efficiency * photon_energy
power_high = n_high / efficiency * photon_energy
photons = poisson_times(power_low / photon_energy)
times = photons[rng.random(N_EVENTS) < efficiency]
assert agrees(count_events(times), times[-1], m_obs, len(times))

# Neglected effect 1: dark counts
dark_rate = 1e3

# Neglected effect 2: afterpulses, one generation, exponential delay
p_after, delay_after = 0.02, 100e-9
after_error = {}
for name, branch, n in (("low", 0, n_low), ("high", -1, n_high)):
    times = poisson_times(n, 3_000_000)
    parents = times[rng.random(len(times)) < p_after]
    extra = parents + rng.exponential(delay_after, len(parents))
    merged = np.sort(np.concatenate((times, extra)))
    ratio = (np.count_nonzero(np.diff(merged) >= tau)
             / np.count_nonzero(np.diff(times) >= tau))
    after_error[name] = true_rate(m_obs * ratio, branch) / n - 1

# Neglected effect 3: gradual recharge of the diode through its resistor
resistance, capacitance = 250e3, 0.1e-12
T_rc = resistance * capacitance


def recharge_rate(n, T=T_rc):
    """Recorded rate when trigger probability recovers as 1-exp(-t/T)."""
    a = n * T

    def survival(y):
        return math.exp(-(y + a * math.expm1(-y / a)))
    mean_gap = quad(survival, 0, a + 60, limit=300)[0]
    return n * survival(n * tau) / mean_gap


assert abs(recharge_rate(n_high, 1e-13) / m_obs - 1) < 1e-4
times = poisson_times(n_high)
last, recorded = -1.0, 0
for t, u in zip(times.tolist(), rng.random(N_EVENTS).tolist()):
    gap = t - last
    if u < 1 - math.exp(-gap / T_rc):
        recorded += gap >= tau
        last = t
assert agrees(recorded, times[-1], recharge_rate(n_high), N_EVENTS)

peak_rc = minimize_scalar(lambda u: -recharge_rate(u * 1e7) / 1e7,
                          bounds=(0.1, 20), method="bounded")
n_peak_rc, m_max_rc = peak_rc.x * 1e7, -peak_rc.fun * 1e7
n_low_rc = brentq(lambda n: recharge_rate(n) - m_obs, 1e5, n_peak_rc)
n_high_rc = brentq(lambda n: recharge_rate(n) - m_obs, n_peak_rc, 1e9)

print(f"dead time: {tau*1e9:.0f} ns")
print(f"recorded rate m: {m_obs:.3e} 1/s")
print(f"m tau: {m_obs*tau:.4f}")
print(f"lower root x = n tau: {x_low:.5f}")
print(f"upper root x = n tau: {x_high:.5f}")
print(f"lower true rate: {n_low:.4e} 1/s")
print(f"upper true rate: {n_high:.4e} 1/s")
print(f"maximum recordable rate: {m_max:.4e} 1/s")
print(f"true rate at the maximum: {n_peak:.4e} 1/s")
print(f"recorded fraction, lower root: {math.exp(-x_low):.4f}")
print(f"recorded fraction, upper root: {math.exp(-x_high):.4f}")
print("lower iterates x:", " ".join(f"{v:.4f}" for v in iter_low[:9]))
print("upper iterates x:", " ".join(f"{v:.4f}" for v in iter_high[:9]))
print(f"simulated reading at lower rate: {simulated['low']:.3e} 1/s")
print(f"simulated reading at upper rate: {simulated['high']:.3e} 1/s")
print(f"simulated reading at peak: {simulated['peak']:.3e} 1/s")
print(f"attenuator transmission: {transmission:.2f}")
print(f"attenuated reading, lower branch: {m_att['low']:.3e} 1/s")
print(f"attenuated reading, upper branch: {m_att['high']:.3e} 1/s")
print(f"transmission limit n_low/n_high: {t_limit:.4f}")
print(f"d ln n / d ln tau, lower: {sens['low']:.3f}")
print(f"d ln n / d ln tau, upper: {sens['high']:.3f}")
print(f"non-paralysable true rate: {n_nonpar:.4e} 1/s")
print(f"wavelength: {wavelength*1e9:.0f} nm")
print(f"detection efficiency: {efficiency:.2f}")
print(f"photon energy: {photon_energy:.4e} J")
print(f"optical power, lower root: {power_low*1e12:.2f} pW")
print(f"optical power, upper root: {power_high*1e12:.2f} pW")
print(f"dark rate (rough): {dark_rate:.0f} 1/s")
print(f"dark share of lower rate: {100*dark_rate/n_low:.4f} %")
print(f"dark share of upper rate: {100*dark_rate/n_high:.4f} %")
print(f"afterpulse probability (rough): {100*p_after:.0f} %")
print(f"afterpulse mean delay (rough): {delay_after*1e9:.0f} ns")
print(f"afterpulse error of inferred lower n: {100*after_error['low']:+.1f} %")
print(f"afterpulse error of inferred upper n: {100*after_error['high']:+.1f} %")
print(f"quenching resistance (rough): {resistance/1e3:.0f} kohm")
print(f"diode capacitance (rough): {capacitance*1e12:.2f} pF")
print(f"recharge time RC: {T_rc*1e9:.1f} ns")
print(f"bias recovered after tau: {100*(1-math.exp(-tau/T_rc)):.1f} %")
print(f"recharge model lower rate: {n_low_rc:.3e} 1/s")
print(f"recharge model upper rate: {n_high_rc:.3e} 1/s")
print(f"shift of lower rate: {100*(n_low_rc/n_low-1):+.1f} %")
print(f"shift of upper rate: {100*(n_high_rc/n_high-1):+.1f} %")
print(f"recharge model maximum reading: {m_max_rc:.3e} 1/s")
print(f"recharge model rate at maximum: {n_peak_rc:.2e} 1/s")
print(f"shift of maximum reading: {100*(m_max_rc/m_max-1):+.1f} %")
print("every check passed")
```

It prints:

```
dead time: 50 ns
recorded rate m: 5.000e+06 1/s
m tau: 0.2500
lower root x = n tau: 0.35740
upper root x = n tau: 2.15329
lower true rate: 7.1481e+06 1/s
upper true rate: 4.3066e+07 1/s
maximum recordable rate: 7.3576e+06 1/s
true rate at the maximum: 2.0000e+07 1/s
recorded fraction, lower root: 0.6995
recorded fraction, upper root: 0.1161
lower iterates x: 0.2500 0.3210 0.3446 0.3529 0.3558 0.3568 0.3572 0.3573 0.3574
upper iterates x: 2.0000 2.0794 2.1184 2.1370 2.1457 2.1497 2.1516 2.1525 2.1529
simulated reading at lower rate: 4.998e+06 1/s
simulated reading at upper rate: 5.009e+06 1/s
simulated reading at peak: 7.361e+06 1/s
attenuator transmission: 0.90
attenuated reading, lower branch: 4.664e+06 1/s
attenuated reading, upper branch: 5.581e+06 1/s
transmission limit n_low/n_high: 0.1660
d ln n / d ln tau, lower: 0.556
d ln n / d ln tau, upper: -1.867
non-paralysable true rate: 6.6667e+06 1/s
wavelength: 650 nm
detection efficiency: 0.40
photon energy: 3.0561e-19 J
optical power, lower root: 5.46 pW
optical power, upper root: 32.90 pW
dark rate (rough): 1000 1/s
dark share of lower rate: 0.0140 %
dark share of upper rate: 0.0023 %
afterpulse probability (rough): 2 %
afterpulse mean delay (rough): 100 ns
afterpulse error of inferred lower n: +1.0 %
afterpulse error of inferred upper n: +1.9 %
quenching resistance (rough): 250 kohm
diode capacitance (rough): 0.10 pF
recharge time RC: 25.0 ns
bias recovered after tau: 86.5 %
recharge model lower rate: 7.127e+06 1/s
recharge model upper rate: 6.562e+07 1/s
shift of lower rate: -0.3 %
shift of upper rate: +52.4 %
recharge model maximum reading: 8.230e+06 1/s
recharge model rate at maximum: 2.56e+07 1/s
shift of maximum reading: +11.9 %
every check passed
```
